\section*{Temperature Rise for a Pi Phase Shift in a Silicon Heater Section}

\section{Problem and hints}

Light of vacuum wavelength $\lambda=1550\,\mathrm{nm}$ passes once through a silicon waveguide. A section of length $L=200\,\mu\mathrm{m}$ carries a heater. The refractive index of silicon rises with temperature at the rate $dn/dT=1.8\times10^{-4}\,\mathrm{K^{-1}}$. By how much must the section be warmed for the light leaving it to be shifted in phase by $\pi$, compared with the unheated section?

Assume that the section is warmed uniformly, that its length stays the same, that the cladding index does not change and that $dn/dT$ is constant. Assume also unit overlap: the effective index of the guided mode changes by as much as the index of the silicon core.

\textbf{Hint 1.} Write down the phase that a guided mode gathers over the length $L$. Which quantity in it depends on temperature?

\textbf{Hint 2.} The question concerns a change of phase. Subtract the cold phase from the hot one before inserting numbers, and see whether the index of cold silicon is needed.

\textbf{Hint 3.} Express a phase change of $\pi$ as a change of optical path, measured in vacuum wavelengths.

\textbf{Hint 4.} For the variations, ask what the overlap means when part of the light travels outside the core. Is it the same thing as the fraction of the light inside the core?

\section{Full solution}

\subsection{Phase of the guided mode}

With the time factor $e^{-i\omega t}$, a mode travelling forward along $z$ has the field
\begin{equation}
E(x,y,z)=\psi(x,y)\,e^{i k_0 n_{\mathrm{eff}} z},\qquad k_0=\frac{2\pi}{\lambda}.
\end{equation}
Here $\psi$ is the transverse shape of the mode, and the effective index $n_{\mathrm{eff}}$ is defined by this equation: it sets how fast the phase advances along the guide. Since $\lambda$ is the vacuum wavelength, it is fixed by the source and does not change when the silicon is heated. Over the length $L$ the phase advances by
\begin{equation}
\phi=k_0 n_{\mathrm{eff}}L=\frac{2\pi}{\lambda}\,n_{\mathrm{eff}}L .
\label{eq:phase}
\end{equation}

\subsection{Effect of the heating}

A temperature rise $\Delta T$ changes the core index by
\begin{equation}
\Delta n=\frac{dn}{dT}\,\Delta T .
\end{equation}
The mode responds through its effective index. To first order in $\Delta n$,
\begin{equation}
\Delta n_{\mathrm{eff}}=\Gamma\,\Delta n,\qquad
\Gamma=\frac{dn_{\mathrm{eff}}}{dn_{\mathrm{core}}},
\end{equation}
which defines the overlap $\Gamma$. The hot section gives the phase $k_0(n_{\mathrm{eff}}+\Delta n_{\mathrm{eff}})L$. Subtracting the cold phase (\ref{eq:phase}) leaves
\begin{align}
\Delta\phi
&=k_0(n_{\mathrm{eff}}+\Delta n_{\mathrm{eff}})L-k_0n_{\mathrm{eff}}L\nonumber\\
&=k_0L\,\Delta n_{\mathrm{eff}}
=\frac{2\pi L}{\lambda}\,\Gamma\,\frac{dn}{dT}\,\Delta T .
\label{eq:shift}
\end{align}
The cold effective index has cancelled. It fixes the total phase, but it enters the phase change at most through $\Gamma$, which is one here.

\subsection{The condition for a shift of $\pi$}

Set $\Delta\phi=\pi$ in (\ref{eq:shift}) and divide both sides by $\pi$:
\begin{equation}
1=\frac{2L}{\lambda}\,\Gamma\,\frac{dn}{dT}\,\Delta T_\pi .
\end{equation}
Solving for the temperature rise gives
\begin{equation}
\Delta T_\pi=\frac{\lambda}{2L\,\Gamma\,(dn/dT)} .
\label{eq:result}
\end{equation}
The same condition can be written as $L\,\Delta n_{\mathrm{eff}}=\lambda/2$: the optical path must grow by half a vacuum wavelength.

\subsection{Numbers}

With $\Gamma=1$ the required index change is
\begin{equation}
\Delta n=\frac{\lambda}{2L}
=\frac{1.55\times10^{-6}\,\mathrm{m}}{2\times 2.00\times10^{-4}\,\mathrm{m}}
=0.003875 ,
\end{equation}
and the temperature rise follows as
\begin{equation}
\Delta T_\pi=\frac{0.003875}{1.8\times10^{-4}\,\mathrm{K^{-1}}}
=21.5\,\mathrm{K}.
\end{equation}
As a check, the phase shift per kelvin is
\begin{equation}
\frac{\Delta\phi}{\Delta T}=\frac{2\pi L}{\lambda}\frac{dn}{dT}
=0.1459\,\mathrm{rad\,K^{-1}},
\end{equation}
and $0.1459\,\mathrm{rad\,K^{-1}}\times21.53\,\mathrm{K}=3.14\,\mathrm{rad}$, as required.

The index change is small, about $0.1$ percent of a core index of $3.5$. It suffices because the section is long: for an effective index near $3.5$ it holds $3.5\times200/1.55\approx452$ wavelengths of the guided light, and only half a wavelength has to be added.

Equation (\ref{eq:result}) also shows the trade between length and temperature. The product $L\,\Delta T_\pi$ is fixed by $\lambda$, $\Gamma$ and $dn/dT$, so a section twice as long needs half the rise. For a very short section the required rise becomes large, and the assumptions of constant $dn/dT$ and of a first-order response then have to be examined again.

\subsection{What the shift does in an interferometer}

Let the light be divided equally between two arms that are identical when cold. One arm contains the heated section. Losses are neglected, and the arms are recombined so that the chosen output is bright when both are cold. If $E_0$ is the output field in the cold state, each arm contributes $E_0/2$, and heating multiplies one contribution by $e^{i\Delta\phi}$. The output power relative to the cold state is
\begin{align}
\frac{P}{P_0}
&=\left|\frac{1+e^{i\Delta\phi}}{2}\right|^2
=\frac{(1+e^{i\Delta\phi})(1+e^{-i\Delta\phi})}{4}\nonumber\\
&=\frac{2+2\cos\Delta\phi}{4}
=\cos^2\frac{\Delta\phi}{2}.
\end{align}
As the temperature rises from the cold state, the output falls steadily and first vanishes at $\Delta\phi=\pi$, that is, at $\Delta T_\pi$.

This gives a numerical check of the algebra, for a plane wave in a uniform medium, where $\Gamma=1$ holds by construction. The one-dimensional wave equation $E''=-k_0^2n^2E$ was integrated numerically through a hot and a cold section, and the temperature of the dark output was searched for. It was found at $21.528\,\mathrm{K}$ for a cold index of $3.5$ and again for a cold index of $3.0$, which confirms that the cold index cancels when $\Gamma=1$.

The dark point also shows how accurately the temperature must be held. If the rise misses $\Delta T_\pi$ by $\delta T$, the phase misses $\pi$ by $\delta\phi=0.1459\,\mathrm{rad\,K^{-1}}\times\delta T$, and
\begin{equation}
\frac{P}{P_0}=\cos^2\!\left(\frac{\pi+\delta\phi}{2}\right)
=\sin^2\frac{\delta\phi}{2}\approx\left(\frac{\delta\phi}{2}\right)^2 .
\end{equation}
For $\delta T=1\,\mathrm{K}$ this is $(0.0730)^2\approx0.005$. An error of one kelvin leaves about half a percent of the bright power in the output.

\subsection{When the assumptions are relaxed}

\emph{Uneven heating.} Suppose the temperature varies along the section so gradually that reflections and coupling to other modes can be neglected. The phase then advances locally at the rate $k_0n_{\mathrm{eff}}(z)$, and
\begin{equation}
\Delta\phi=k_0\Gamma\frac{dn}{dT}\int_0^L\Delta T(z)\,dz .
\end{equation}
The integral equals $L$ times the mean temperature rise. The answer of $21.5\,\mathrm{K}$ therefore refers to the mean rise of the silicon core along the section. The heater itself may be hotter. In a real device heat also spreads along the guide beyond the ends of the section, and the integral must then be extended over all warmed parts. For example, exponential tails of decay length $10\,\mu\mathrm{m}$ at each end add $20\,\mu\mathrm{m}$ to the effective length, and a rise of $21.53\times200/220=19.6\,\mathrm{K}$ within the section suffices.

\emph{Change of length.} If the section also lengthens by $\Delta L$, the change of its optical path is, to first order, $L\,\Delta n_{\mathrm{eff}}+n_{\mathrm{eff}}\Delta L$. The second term was set to zero by assumption. A positive $\Delta L$ would lower the temperature rise needed for this section. For freely expanding silicon, with an expansion coefficient of about $2.6\times10^{-6}\,\mathrm{K^{-1}}$, the term adds $3.5\times2.6\times10^{-6}\approx9\times10^{-6}\,\mathrm{K^{-1}}$ to $dn/dT$, about 5 percent, and the rise would fall to about $20.5\,\mathrm{K}$. A layer bonded to a cooler substrate lengthens less than this.

\emph{Variable coefficient.} If $dn/dT$ changes appreciably over the range, the product $(dn/dT)\,\Delta T$ must be replaced by the integral of $dn/dT$ over temperature. For $\Gamma=1$ the condition is then that this integral equals $\lambda/(2L)$.

\section{Variation 1: a slab 220 nm thick}

\textbf{Question.} Replace unit overlap by the overlap of an actual mode. Take a flat silicon layer of thickness $d=220\,\mathrm{nm}$ and index $n_{\mathrm{core}}=3.5$ between claddings of index $n_{\mathrm{clad}}=1.45$. Use the lowest mode whose electric field lies in the plane of the layer, perpendicular to the direction of travel (the TE mode). What is $\Gamma$, and what rise gives a shift of $\pi$?

\textbf{Solution.} Let $x$ be the direction across the layer. The field $E(x)$ can be chosen real and obeys
\begin{equation}
E''+k_0^2n^2(x)E=k_0^2n_{\mathrm{eff}}^2E .
\label{eq:slab}
\end{equation}
Change $n^2$ by a small amount $\delta(n^2)$. The field changes by $\delta E$ and the eigenvalue by $\delta(n_{\mathrm{eff}}^2)$. Keeping first-order terms,
\begin{equation}
\delta E''+k_0^2n^2\,\delta E+k_0^2\,\delta(n^2)E
=k_0^2n_{\mathrm{eff}}^2\,\delta E+k_0^2\,\delta(n_{\mathrm{eff}}^2)E .
\end{equation}
Multiply by $E$ and integrate over all $x$. Two integrations by parts give $\int E\,\delta E''\,dx=\int E''\,\delta E\,dx$. No boundary terms remain, because the fields and their slopes are continuous at the interfaces and decay far from the layer. The terms containing $\delta E$ then combine into
\begin{equation}
\int\delta E\,\bigl(E''+k_0^2n^2E-k_0^2n_{\mathrm{eff}}^2E\bigr)\,dx=0 ,
\end{equation}
which vanishes by (\ref{eq:slab}). What remains is
\begin{equation}
\delta(n_{\mathrm{eff}}^2)\int E^2\,dx=\int\delta(n^2)\,E^2\,dx .
\label{eq:pert}
\end{equation}
Heating the core alone gives $\delta(n^2)=2n_{\mathrm{core}}\,\delta n_{\mathrm{core}}$ inside the layer and zero outside. Let $f$ be the part of $\int E^2dx$ that lies in the core. Since $\delta(n_{\mathrm{eff}}^2)=2n_{\mathrm{eff}}\,\delta n_{\mathrm{eff}}$,
\begin{equation}
2n_{\mathrm{eff}}\,\delta n_{\mathrm{eff}}=2f\,n_{\mathrm{core}}\,\delta n_{\mathrm{core}}
\quad\Longrightarrow\quad
\Gamma=f\,\frac{n_{\mathrm{core}}}{n_{\mathrm{eff}}} .
\label{eq:gamma}
\end{equation}

The solved mode has $n_{\mathrm{eff}}=2.8721$ and $f=0.8127$, so
\begin{equation}
\Gamma=0.8127\times\frac{3.5}{2.8721}=0.990,\qquad
\Delta T_\pi=\frac{21.53\,\mathrm{K}}{0.990}=21.7\,\mathrm{K}.
\end{equation}
Unit overlap is thus a good assumption for this slab, although nearly a fifth of $\int E^2dx$ lies outside the core. The factor $n_{\mathrm{core}}/n_{\mathrm{eff}}$ makes up most of the difference. Its origin can be seen inside the core, where the field varies as $\cos\kappa x$ and (\ref{eq:slab}) gives $n_{\mathrm{eff}}^2=n_{\mathrm{core}}^2-\kappa^2/k_0^2$. If $\kappa$ were held fixed, differentiation would give $dn_{\mathrm{eff}}/dn_{\mathrm{core}}=n_{\mathrm{core}}/n_{\mathrm{eff}}$, which exceeds one. Putting $\Gamma=f$ instead would give $21.53/0.8127=26.5\,\mathrm{K}$, about 22 percent above the correct value for this slab.

For a thick layer, $f$ and $n_{\mathrm{core}}/n_{\mathrm{eff}}$ both approach one, and so does $\Gamma$. At $2000\,\mathrm{nm}$ the slab has $\Gamma=1.004$. The overlap can therefore slightly exceed one, which would be impossible for a fraction of the light.

Equation (\ref{eq:pert}) also shows what a warm cladding would do. It adds $(1-f)(n_{\mathrm{clad}}/n_{\mathrm{eff}})\,\delta n_{\mathrm{clad}}$ to $\delta n_{\mathrm{eff}}$. Here the factor is $0.1873\times1.45/2.8721=0.095$, so a change of cladding index counts about a tenth as much as an equal change of core index.

These values belong to a slab, which confines light in one direction. A strip waveguide needs its own mode calculation.

\section{Variation 2: a slab 50 nm thick}

\textbf{Question.} Reduce the thickness to $50\,\mathrm{nm}$ and keep everything else. What rise is needed now, and how well does the first-order formula hold?

\textbf{Solution.} The mode now has $n_{\mathrm{eff}}=1.7416$ and $f=0.1726$. Most of the field travels in the cladding, whose index does not change in this model. Equation (\ref{eq:gamma}) gives
\begin{equation}
\Gamma=0.1726\times\frac{3.5}{1.7416}=0.347,\qquad
\Delta T_\pi=\frac{21.53\,\mathrm{K}}{0.347}\approx62\,\mathrm{K}.
\end{equation}
Assuming unit overlap would underestimate the required rise by almost a factor of three.

To check the linear step, the mode equation can be solved again at each temperature until the phase has changed by $\pi$. This gives $61.84\,\mathrm{K}$, against $62.06\,\mathrm{K}$ from the first-order formula, a difference of $0.4$ percent relative to the direct value. The direct rise is the smaller one, so the effective index must grow slightly faster than its initial slope predicts. The mean slope over the heating range is
\begin{equation}
\frac{\Delta n_{\mathrm{eff}}}{\Delta n_{\mathrm{core}}}
=\frac{0.003875}{1.8\times10^{-4}\,\mathrm{K^{-1}}\times61.84\,\mathrm{K}}=0.348,
\end{equation}
compared with the initial $0.347$.

This comparison tests only the linear step within the model. For a real layer this thin the other assumptions matter more. The cladding factor is now $(1-f)\,n_{\mathrm{clad}}/n_{\mathrm{eff}}=0.8274\times1.45/1.7416=0.69$, so a silica cladding with $dn/dT$ of about $1\times10^{-5}\,\mathrm{K^{-1}}$, warmed as much as the core, would lower the rise to about $56\,\mathrm{K}$. The growth of the silicon coefficient with temperature over a range of $60\,\mathrm{K}$ lowers it by a few percent more.

The limit of a very thin layer shows why $\Gamma$ becomes small. Outside the layer the field decays as $e^{-\gamma|x|}$, with $\gamma=k_0\sqrt{n_{\mathrm{eff}}^2-n_{\mathrm{clad}}^2}$. Across the layer $E$ is nearly constant, while its slope changes from $+\gamma E$ to $-\gamma E$. Integrating (\ref{eq:slab}) across the layer, with $n_{\mathrm{eff}}\approx n_{\mathrm{clad}}$, gives
\begin{equation}
-2\gamma E\approx-k_0^2(n_{\mathrm{core}}^2-n_{\mathrm{clad}}^2)\,d\,E
\quad\Longrightarrow\quad
\gamma\approx\tfrac12k_0^2d\,(n_{\mathrm{core}}^2-n_{\mathrm{clad}}^2).
\end{equation}
The two outer tails contribute $2\times E^2/(2\gamma)=E^2/\gamma$ to $\int E^2dx$, and the core contributes $E^2d$. Hence $f\approx\gamma d$ when $\gamma d\ll1$, and
\begin{equation}
\Gamma\approx\frac{n_{\mathrm{core}}}{n_{\mathrm{clad}}}\,
\frac{k_0^2d^2}{2}\,(n_{\mathrm{core}}^2-n_{\mathrm{clad}}^2).
\end{equation}
In this limit the overlap falls as $d^2$, and the temperature rise given by the first-order formula (\ref{eq:result}) grows as $1/d^2$. For extremely thin layers that formula fails, because the core index change it calls for is no longer small. The rise needed in this model then grows more slowly than $1/d^2$. The expression also increases with $n_{\mathrm{core}}$, in line with the slope that grows on heating. At $50\,\mathrm{nm}$ it gives $\Gamma\approx0.50$ instead of $0.347$, so this layer is still too thick for the limit to serve as more than a guide to the trend.

The mode data and the temperatures for all three thicknesses are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
vacuum wavelength: 1550 nm
heated length: 200 micrometre
thermo-optic coefficient: 1.8e-04 1/K
required index change: 0.003875
temperature rise for pi, unit overlap: 21.528 K
phase shift per kelvin: 0.14593 rad/K
dark output found, cold index 3.5: 21.528 K
dark output found, cold index 3.0: 21.528 K
slab core index: 3.50, cladding index: 1.45
slab thickness: 50 nm
  effective index: 1.7416
  core fraction of |E|^2: 0.1726
  overlap d(n_eff)/d(n_core): 0.3469
  rise for pi, first-order formula: 62.06 K
  rise for pi, direct mode solution: 61.84 K
slab thickness: 220 nm
  effective index: 2.8721
  core fraction of |E|^2: 0.8127
  overlap d(n_eff)/d(n_core): 0.9904
  rise for pi, first-order formula: 21.74 K
  rise for pi, direct mode solution: 21.73 K
slab thickness: 2000 nm
  effective index: 3.4815
  core fraction of |E|^2: 0.9991
  overlap d(n_eff)/d(n_core): 1.0044
  rise for pi, first-order formula: 21.43 K
  rise for pi, direct mode solution: 21.43 K
\end{verbatim}
